\section*{pBasex inversion of velocity-map images: noise and regularization bias of beta}

\section{A small error bar around a wrong anisotropy}

A model photoelectron image contains an inner ring with anisotropy parameter $\beta=1.6$. Inverted with strong Tikhonov regularization that penalizes all expansion coefficients equally, it gives on average $\beta=1.6-0.625=0.975$ at the ring radius, with a standard deviation of $0.0095$. The result is wrong by 66 of its own standard deviations. Without regularization the bias is negligible, but the standard deviation is $0.106$. To see where a usable compromise lies, and why the answer depends on which $\beta$ is wanted, one must follow the counts from the detector to the ratio that defines $\beta$.

The image is the projection along $y$ of a velocity distribution with symmetry axis $z$ in the detector plane. For one-photon ionization of randomly oriented molecules by linearly polarized light,
\begin{equation}
F(r,\theta)=F_0(r)+F_2(r)P_2(\cos\theta),\qquad \beta(r)=\frac{F_2(r)}{F_0(r)},
\end{equation}
with $-1\le\beta\le2$ because $F\ge0$. Speeds are measured in detector pixels (px), so $F$ is a number of electrons per px$^3$. Detector blur, background, centring errors and higher Legendre terms are left out.

\section{Projecting the basis instead of inverting the image}

Let $(R,\Theta)$ be polar coordinates in the image. A point at height $y$ above it has $r^2=R^2+y^2$ and $\cos\theta=z/r=u\cos\Theta$, with $u=R/r$. Since $dy=r\,dr/\sqrt{r^2-R^2}$ for $y>0$, and both signs of $y$ contribute equally,
\begin{equation}
p(R,\Theta)=2\int_0^\infty F\,dy
=2\int_R^\infty \frac{F(r,\theta)\,r\,dr}{\sqrt{r^2-R^2}} .
\end{equation}
The $y$ form has no singularity and is the one to compute. Inserting $\cos^2\Theta=[2P_2(\cos\Theta)+1]/3$ gives
\begin{align}
P_2(u\cos\Theta)&=\tfrac12\left(3u^2\cos^2\Theta-1\right)\nonumber\\
&=u^2P_2(\cos\Theta)+\tfrac12(u^2-1).
\label{eq:couple}
\end{align}
An anisotropic distribution therefore also produces an isotropic image component.

Now expand $F_l(r)=\sum_k c_{kl}f_k(r)$ with $f_k=\exp[-(r-r_k)^2/2\sigma^2]$. Two moments,
\begin{equation}
M_{k0}=2\int_0^\infty f_k\,dy,\qquad M_{k2}=2\int_0^\infty u^2f_k\,dy ,
\end{equation}
give both basis images:
\begin{equation}
g_{k0}=M_{k0},\qquad g_{k2}=M_{k2}P_2(\cos\Theta)+\tfrac12(M_{k2}-M_{k0}).
\end{equation}
After the four equivalent quadrants are added, the expected count in pixel $i$ is $\mu_i=(Ac)_i$, where the columns of $A$ are $4\int_{\rm pixel}g_{kl}\,dx\,dz$. The inverse problem is now linear least squares in $c$, taken here without pixel weights. The pixel integrals use $2\times2$ Gauss points; with $3\times3$ points the unregularized noise values below move by up to 2\% (the local standard deviation from $0.106$ to $0.105$, the coefficient noise from 120\% to 118\%).

The example has 33 centres, from 4 to 36 px in steps of $d=1$ px, and $\sigma=1$ px. The distribution must be negligible near $r=0$, where no centre lies. The true rings are Gaussians of width $s=1.6$ px in $F$. A wider Gaussian is a superposition of narrower ones with Gaussian weights of width $\sqrt{s^2-\sigma^2}=1.25$ px, so the basis can represent them. Features narrower than $\sigma$ could not be represented in this way.

\section{What the unregularized fit amplifies}

Take a fine radial wave $F_0=e^{iqr}$ and set $r=R+t$. For $qR\gg1$ the integral is dominated by $t\sim1/q\ll R$, where $r/\sqrt{r^2-R^2}=(R+t)/\sqrt{t(2R+t)}\simeq\sqrt{R/2t}$. Thus
\begin{align}
p&\simeq\sqrt{2R}\,e^{iqR}\int_0^\infty t^{-1/2}e^{iqt}\,dt\nonumber\\
&=\sqrt{\frac{2\pi R}{q}}\;e^{i(qR+\pi/4)} ,
\label{eq:gain}
\end{align}
because the integral, with a vanishing damping factor, is $\Gamma(\tfrac12)(-iq)^{-1/2}$. For $F_2$ the additional factor $u^2\simeq1-2t/R$ is unity at leading order, so the gain into the $P_2$ image is the same. The leak into the isotropic image carries $(u^2-1)/2\simeq-t/R$. Its size relative to the gain is
\begin{equation}
\frac1R\left|\frac{\Gamma(3/2)(-iq)^{-3/2}}{\Gamma(1/2)(-iq)^{-1/2}}\right|=\frac1{2qR}.
\end{equation}
For $q=2$ rad/px and $R=20$ px the law gives a gain of $7.93$ px. Direct integration of a wave packet gives $7.96$ px for $F_0$ and $7.95$ px for $F_2$. The leak is $0.101$ px, against $0.099$ px from the law.

Inversion divides by this gain and so multiplies fine noise by $\sqrt{q/2\pi R}$. Suppose that an angular component of the image carries white radial noise of variance $S$ per unit radius. Retaining wavenumbers up to $q_c$ leaves
\begin{equation}
\mathrm{var}\,F\simeq\int_{-q_c}^{q_c}\frac{dq}{2\pi}\,\frac{S|q|}{2\pi R}
=\frac{S\,q_c^2}{4\pi^2R}.
\label{eq:cut}
\end{equation}
In this estimate, doubling the radial resolution doubles the standard deviation; for the pixel fit with uniform counts, going from $\sigma=d=2$ px to $\sigma=d=1$ px raises it by a factor of about $2.4$. If all pixels have the same mean count $m$, averaging over about $2\pi R$ of them gives $S\simeq m/2\pi R$ for the angular average. Separating the isotropic component from the $P_2$ component, whose angular average is not zero, multiplies this by a factor independent of $R$, and the standard deviation of $F_0$ grows as $1/R$ towards the centre. Both statements require $qR\gg1$.

The coefficients are noisier still. At $r=14$ px the relative noise is 120\% for $c_{k0}$ but 4\% for $F_0$. The reason is the overlap of the basis functions. Alternating coefficients $(-1)^k$ with $\sigma=d$ produce, at a centre, a profile of only
\begin{equation}
1-2e^{-1/2}+2e^{-2}-2e^{-9/2}+\cdots\simeq0.036 .
\end{equation}
Large alternating errors of $c$ are therefore almost invisible in $F$, and almost invisible in the image that should determine them. Single coefficients should not be interpreted, and errors of $F$ require the full covariance of $c$.

\section{Carrying the counts through to beta}

To control the weak directions, minimize $|n-Ac|^2+\lambda|c|^2$ for the measured counts $n$. Setting the gradient to zero gives $(A^TA+\lambda)c_\lambda=A^Tn$. With the singular value decomposition $A=U\,\mathrm{diag}(s)V^T$,
\begin{equation}
c_\lambda=Kn,\qquad K=V\,\mathrm{diag}\!\left(\frac{s}{s^2+\lambda}\right)U^T .
\end{equation}
I write $\lambda=(\eta s_{\max})^2$. One decomposition serves every $\eta$.

For independent Poisson pixels the covariance of $n$ is $\mathrm{diag}(\mu)$. At a fixed $\lambda$, therefore,
\begin{equation}
\mathrm{Cov}\,c_\lambda=K\,\mathrm{diag}(\mu)\,K^T .
\end{equation}
Replacing $\mu$ by $n$ gives an unbiased estimate of this covariance, since it is linear in $\mu$ and $E\,n=\mu$.

Either version of $\beta$ is a ratio of linear functionals, $\beta=a\cdot c/b\cdot c$. For the local value, $a$ evaluates $F_2(r)$ and $b$ evaluates $F_0(r)$. For the ring value, both are integrated over a window with weight $4\pi r^2$. A small change of the counts gives
\begin{align}
\delta\beta&=\frac{a\cdot\delta c-\beta\,b\cdot\delta c}{b\cdot c}=\sum_i g_i\,\delta n_i,
\qquad g=\frac{(a-\beta b)^TK}{b\cdot c},\\
\mathrm{var}\,\beta&\simeq\sum_i g_i^2\mu_i .
\label{eq:var}
\end{align}
This is first order in the noise and requires the denominator to be well above its own error. Midway between the rings, at 21 px, the true $F_0$ is $3.8\times10^{-4}$ px$^{-3}$ and its noise $6.8\times10^{-2}$ px$^{-3}$. A value of $\beta(r)$ there has no meaning, and no error bar from \eqref{eq:var} can repair it. On the rings the formula holds: 2000 simulated Poisson images give a standard deviation of $0.02145$ for the inner ring value, against $0.02147$ from \eqref{eq:var}. The sampled value is itself uncertain by $1/\sqrt{2\times2000}=1.6\%$, about $0.0003$, so the formula is confirmed only to that level.

\subsection{Noise from the other ring}

The example has 40\,000 electrons in the inner ring (radius 14 px, $\beta=1.6$) and 60\,000 in the outer one (28 px, $\beta=-0.4$). Because \eqref{eq:var} is linear in $\mu$, it can be split by the origin of the counts. Without regularization, 58\% of the variance of the inner $\beta$ comes from outer-ring electrons, but only 0.2\% of the outer variance comes from inner-ring electrons.

The asymmetry follows from the projection. An electron at radius $r$ lands at some $R\le r$, so outer electrons cover the inner ring's image while inner electrons cannot reach the outer edge. In the continuous problem, $F_0$ and $F_2$ at $r$ are determined by the image at $R\ge r$, from the outside inwards. Subtracting the mean contribution of the outer ring does not subtract its Poisson fluctuations.

A reference for the total loss is a measurement of all $N$ velocities in three dimensions. With probability density $\frac12(1+\beta P_2)$ in $\cos\theta$, and angle brackets for the mean over it, $\langle P_2\rangle=\beta/5$, so $5\langle P_2\rangle$ estimates $\beta$. The isotropic average of $P_2^2$ is $1/5$, and that of $P_2^3$ is
\begin{equation}
\frac18\left(\frac{27}{7}-\frac{27}{5}+\frac93-1\right)=\frac{2}{35}.
\end{equation}
Hence $\langle P_2^2\rangle=1/5+2\beta/35$ and
\begin{equation}
\mathrm{var}\,\beta_{3D}=\frac{25}{N}\left(\frac15+\frac{2\beta}{35}-\frac{\beta^2}{25}\right)
=\frac{5+10\beta/7-\beta^2}{N}.
\end{equation}
For the inner ring this gives $\sqrt{4.726/40\,000}=0.0109$. The image gives $0.0215$, an amplification of $1.98$. For the outer ring the amplification is $0.01137/0.00843=1.35$. If the outer electrons were absent and $K$ unchanged, the inner standard deviation would be $0.0215\sqrt{1-0.58}=0.0139$, an amplification of $1.28$. The moment estimator is a reference, not a lower bound on the error, and the amplification also depends on the fit: weighting the pixels by $1/\mu_i$ lowers the inner standard deviation to $0.0205$, an amplification of $1.89$.

\section{Why smoothing changes the ratio}

If regularization scaled $F_0$ and $F_2$ by a common factor, $\beta$ would survive. It does not. From $E\,n=Ac$,
\begin{align}
E\,c_\lambda-c&=(A^TA+\lambda)^{-1}A^TA\,c-c\nonumber\\
&=-\lambda(A^TA+\lambda)^{-1}c .
\label{eq:bias}
\end{align}
Since $(a-\beta b)\cdot c=0$ for the true $\beta$, the ratio of the mean functionals is displaced by
\begin{equation}
\Delta\beta=-\lambda\,\frac{(a-\beta b)^T(A^TA+\lambda)^{-1}c}{b\cdot E\,c_\lambda}.
\label{eq:dbeta}
\end{equation}
This displacement does not shrink when more electrons are collected, and it is absent from \eqref{eq:var}.

For the penalty $\lambda|c|^2$, which weights the coefficients of $F_0$ and $F_2$ equally, its direction can be estimated from the size of the basis images. For fine structure near the edge of a ring, $u\simeq1$ and $g_{k2}\simeq M_{k0}P_2(\cos\Theta)$. Averaged over the image angle, where $\overline{\cos^2\Theta}=1/2$ and $\overline{\cos^4\Theta}=3/8$,
\begin{equation}
\kappa=\overline{P_2^2}=\frac14\left(\frac{27}{8}-3+1\right)=\frac{11}{32}\simeq0.34 .
\end{equation}
Per unit coefficient of $P_2$, the anisotropic channel thus leaves a weaker trace in the image. For one radial mode with isotropic strength $B$, and with coupling between the channels neglected, the filter factors $\kappa B/(\kappa B+\lambda)$ and $B/(B+\lambda)$ give
\begin{equation}
\frac{\beta_\lambda}{\beta}\simeq\frac{\kappa(B+\lambda)}{\kappa B+\lambda},
\end{equation}
which falls from 1 to $\kappa$ as $\lambda$ grows. The same penalty shrinks $F_2$ more than $F_0$. At $\eta=0.1$ the computed ratio is $0.975/1.6=0.61$, between these limits. They belong to the one-mode estimate and are not bounds: with still stronger damping the ratio in the full problem falls below $\kappa$.

The size and sign of this bias belong to the choice of penalty. With $\lambda(|c_0|^2+p|c_2|^2)$ the estimate becomes $\kappa(B+\lambda)/(\kappa B+p\lambda)$, which equals 1 for $p=\kappa$ and exceeds 1 for $p<\kappa$. At the $\lambda$ of $\eta=0.1$, the local and ring values of the inner $\beta$ are $0.975$ and $1.10$ for $p=1$, $1.56$ and $1.48$ for $p=\kappa$, and $1.84$ and $1.60$ for $p=1/5$, the weight of $P_2$ in the angular norm of $F$. All other numbers in this text are for $p=1$.

The neglected coupling has its own effect. Write $B_{ll'}=A_l^TA_{l'}$ for the blocks of $A^TA$, and let the true distribution be isotropic, $c_2=0$. With $d=E\,c_\lambda-c$, the second row of $(A^TA+\lambda)d=-\lambda c$ is
\begin{equation}
B_{20}d_0+(B_{22}+\lambda)d_2=0
\;\Rightarrow\;
d_2=-(B_{22}+\lambda)^{-1}B_{20}d_0 .
\end{equation}
Shrinking the isotropic part creates an anisotropic one unless $B_{20}d_0=0$. The block $B_{20}$ does not vanish. On the detector the angular average of $P_2(\cos\Theta)$ is $1/4$, so that of $g_{k2}$ is $\tfrac14M_{k2}+\tfrac12(M_{k2}-M_{k0})=\tfrac34M_{k2}-\tfrac12M_{k0}$. This is about $M_{k0}/4$ at the edge of a ring, where $u\simeq1$, and $-M_{k0}/2$ at the image centre, where $u=0$. For fine structure the coupling is therefore about $B/4$, not small against $\kappa B$, and in the one-mode estimate an isotropic distribution tends to a false $\beta=1/4$ as $\lambda\to\infty$. A whole ring, whose image extends over all $R\le r$, does not approach this value. An isotropic outer ring acquires $\beta=+0.014$ at $\eta=0.1$. This ring-integrated value is comparable with the unregularized statistical error of the outer ring, $0.011$; its size and even its sign are specific to this ring and this $\eta$. Without regularization the false value is about $10^{-9}$.

For $\lambda\gg s_{\max}^2$, $c_\lambda\to A^Tn/\lambda$, and the factor $\lambda$ cancels from $\beta$. The result then settles at a ratio of back-projections: a quiet number, but not the anisotropy of the ring.

\section{Choosing the functional before the strength}

For the inner ring, the scan gives the following bias and standard deviation, with the root-mean-square (rms) error combining the two.
\begin{center}
\begin{tabular}{c|ccc|ccc}
 & \multicolumn{3}{c|}{local, 14 px} & \multicolumn{3}{c}{ring, 9--19 px}\\
$\eta$ & bias & std & rms & bias & std & rms\\ \hline
0 & 0.000 & 0.106 & 0.106 & 0.000 & 0.021 & 0.021\\
0.0032 & $-0.007$ & 0.055 & 0.055 & $-0.001$ & 0.020 & 0.020\\
0.010 & $-0.045$ & 0.039 & 0.059 & $-0.008$ & 0.019 & 0.021\\
0.032 & $-0.219$ & 0.023 & 0.220 & $-0.069$ & 0.017 & 0.072\\
0.10 & $-0.625$ & 0.010 & 0.625 & $-0.499$ & 0.011 & 0.499
\end{tabular}
\end{center}

Ring integration alone lowers the noise by a factor of five. It averages over radius, and so suppresses the fine waves that inversion amplifies most, while leaving the ratio unbiased if $\beta$ is constant across the ring. Damping with the penalty $\lambda|c|^2$ gains little here: at best it lowers the rms error of the ring value by 7\%, to $0.020$. This limit is not shown for other relative weights of $c_0$ and $c_2$, which bias the ring value much less. For the local value it lowers the error by more than half, to $0.050$. On the grid searched, both optima fall at $\eta=0.0056$. In this example, and to within the grid step of a factor $10^{1/4}$, the benefit differs while the position of the minimum does not; nothing derived here makes the two positions coincide in general. If $\beta$ varies across the window, the ring value is an intensity-weighted mean and cannot replace $\beta(r)$.

The optimum was found from the known truth. A measured image offers a substitute. Let $H=AK$, which is symmetric, and $\Sigma=\mathrm{diag}(\mu)$. The mean squared error of the predicted image is
\begin{equation}
\rho=E|Hn-\mu|^2=|(1-H)\mu|^2+\mathrm{tr}(H\Sigma H),
\end{equation}
whereas the observable residual has the mean
\begin{equation}
E|n-Hn|^2=|(1-H)\mu|^2+\mathrm{tr}\,\Sigma-2\,\mathrm{tr}(H\Sigma)+\mathrm{tr}(H\Sigma H).
\end{equation}
Subtracting the two and replacing $\mu_i$ by $n_i$ shows that
\begin{equation}
\hat\rho=|n-Hn|^2+2\sum_iH_{ii}n_i-\sum_in_i
\end{equation}
is unbiased at fixed $\lambda$. For the single event image its minimum lies at $\eta=0.010$; over repeated Poisson images it falls there in about four cases of five and at smaller $\eta$ otherwise. There the local error is $0.059$, somewhat above the best value, and the ring error is $0.021$, only slightly below that of the unregularized fit. The criterion judges the image, not $\beta$, and minimizing it makes $\lambda$ depend on the noise, so the fixed-$\lambda$ error formula then becomes approximate.

The resulting scheme has four steps.
\begin{enumerate}
\item Fit the projected basis to the pixels with $\lambda=0$, and locate rings where $F_0$ exceeds at least four times its standard deviation. An excess of one or two standard deviations often arises from noise alone when many radii are inspected.
\item Report ring-integrated $\beta$ from this fit, with the error from \eqref{eq:var}.
\item If $\beta(r)$ is needed, start from the minimum of $\hat\rho$ and also try $\eta$ on both sides of it; in the example the best value for the local $\beta$ is smaller at the inner ring ($0.0056$) and larger at the outer one (about $0.018$).
\item Estimate $\Delta\beta$ by projecting a plausible model distribution and inverting it with the same $K$. Repeat this for several plausible ring widths, because $\Delta\beta$ depends on the assumed width, and quote the resulting range beside the statistical error.
\end{enumerate}

Applied to one image built from random three-dimensional velocities, the fit with $\lambda=0$ and integration windows of 9--19 and 23--33 px gives $\beta=1.611\pm0.021$ and $-0.403\pm0.011$, in agreement with $1.6$ and $-0.4$. The mean radii are $14.33\pm0.03$ and $28.13\pm0.03$ px; the true means are $14.35$ and $28.18$ px, the second $1.7$ standard deviations away. They exceed 14 and 28 px because the weight $r^2$ favours the outer side of each ring. With $2.0\times10^4$ m/s per pixel, the inner speed is $v=14.33\times2.0\times10^4=2.87\times10^5$ m/s, and
\begin{equation}
\tfrac12m_ev^2=3.74\times10^{-20}\ \mathrm{J}=0.234\ \mathrm{eV}.
\end{equation}
The outer ring gives $5.63\times10^5$ m/s and $0.900$ eV. These are energies at the mean speed, not mean energies. The numerical output lists the remaining values, including the scan at two smaller strengths, $\eta=10^{-4}$ and $10^{-3}$.

\section*{Table of computed values}
\begin{verbatim}
speed per pixel: 2.0e+04 m/s; quadrant side: 40 px
basis: 33 Gaussians, centres 4 to 36 px, width 1.0 px
fit: 1600 pixels, 66 coefficients
ring width in F: 1.6 px
singular values: max 3571, min 0.8819 px^3, ratio 4049
event image chi^2 per pixel: 1.028 (784 pixels)
wave test: q = 2.0 rad/px, R = 20 px, envelope 5 px
  gain law 7.927 px; P0 7.958 px; P2 7.953 px
  leak P2 to P0: 0.1009 px; law 0.0991 px
inner ring: radius 14 px, 40000 events, window (9.0, 19.0) px
  beta true 1.60, fitted 1.6111 +- 0.0215
  mean radius true 14.3544 px, fitted 14.3332 +- 0.0299 px
  mean speed 2.8666e+05 +- 6e+02 m/s
  energy at mean speed 3.7429e-20 J = 0.2336 eV
  beta std: image 0.02147, 3D 0.01087, amplification 1.976
outer ring: radius 28 px, 60000 events, window (23.0, 33.0) px
  beta true -0.40, fitted -0.4025 +- 0.0114
  mean radius true 28.1789 px, fitted 28.1331 +- 0.0263 px
  mean speed 5.6266e+05 +- 5.3e+02 m/s
  energy at mean speed 1.4420e-19 J = 0.9000 eV
  beta std: image 0.01137, 3D 0.00843, amplification 1.348
inner beta variance from outer-ring counts: 57.96 %
outer beta variance from inner-ring counts: 0.197 %
relative noise at 14 px: coefficient 119.87 %, F0 3.95 %
F0 at 21 px: true 3.84e-04, noise 6.82e-02 px^-3
inner beta, eta: local bias, std, rms error | ring bias, std, rms error
  0.00e+00: -0.0000 0.1063 0.1063 | -0.0000 0.0215 0.0215
  1.00e-04: -0.0000 0.1025 0.1025 | -0.0000 0.0214 0.0214
  1.00e-03: -0.0008 0.0705 0.0705 | -0.0001 0.0208 0.0208
  3.16e-03: -0.0065 0.0549 0.0553 | -0.0008 0.0202 0.0202
  1.00e-02: -0.0445 0.0391 0.0592 | -0.0076 0.0193 0.0208
  3.16e-02: -0.2190 0.0225 0.2202 | -0.0694 0.0172 0.0715
  1.00e-01: -0.6253 0.0095 0.6254 | -0.4992 0.0105 0.4993
best eta for local beta: 5.62e-03, rms error 0.0502, ratio to eta=0 0.473
best eta for ring beta: 5.62e-03, rms error 0.0200, ratio to eta=0 0.931
eta from image risk estimate: 1.00e-02
  rms error there: local beta 0.0592, ring beta 0.0208
isotropic outer ring, false beta: eta=0 1.4e-09, eta=0.1 +0.0136
ensemble of 2000 images, beta std (sampled, formula):
  inner ring, eta=0: 0.02145, 0.02147
  outer ring, eta=0: 0.01137, 0.01137
  local 14 px, eta=0.01: 0.03904, 0.03905
image risk at eta=0.01: formula 4911.2, mean estimate 5040.0 +- 146.5 counts^2
\end{verbatim}
